**Exchange bias limited by a partial domain wall: relaxed spin chain against the closed formula**

The program tests the bias load $f=aJ/\sqrt{a^2+J^2}$, with $a=2\sqrt{AK}$, for a soft ferromagnet coupled with energy $J$ per area to a thick antiferromagnet of stiffness $A$ and anisotropy $K$. The bias field is $\mu_0|H|=f/(Mt_F)$, where $M$ and $t_F$ are the magnetization and thickness of the ferromagnet. A discretized stack of angles is relaxed from its energy alone. The assertions compare it with the formulas for the wall energy and profile, the magnetization curve, the start and end of reversal, the bias for six couplings, the equal-energy load of the collinear states and the stability limit set by ferromagnetic anisotropy. For the example, the formula gives 46.60 mT and the stack 46.59 mT, close to the saturation value of 47.43 mT. The program also asserts that an anchored back keeps the wall after full reversal, while a free back lets it escape and leaves the antiferromagnet reversed. Further output sizes the twist of the ferromagnet, a thin anchored antiferromagnet, canting by the field and the wall energy of one grain relative to $k_BT$.

## Verification by program

```python
"""Exchange bias with a domain wall in a thick antiferromagnet (AF).

Result under test: a soft ferromagnet (FM) coupled with energy J per area to
an AF with stiffness A and anisotropy K loses its net magnetization at
    |mu0 H| = a J / sqrt(a^2 + J^2) / (M t_F),   a = 2 sqrt(A K),
which saturates at a / (M t_F) when J is much larger than a.
Symbols: M magnetization, t_F FM thickness, alpha AF angle at the interface,
beta FM angle, load f = mu0 M t_F |H| (energy per area, reversing field).
The independent road is a discretized stack relaxed from its energy alone.
Inside the stack all energies are in units of a.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Rough values, regime of permalloy on an FeMn-type antiferromagnet (SI)
M = 8.0e5
T_FM = 10e-9
A_AF = 3.0e-12
K_AF = 1.2e4
T_AF = 100e-9
J_EX = 2.0e-3
A_FM = 1.0e-11
K_FM = 300.0
GRAIN = 20e-9
TEMPERATURE = 300.0
CHI_AF = 1.0e-3

a = 2 * np.sqrt(A_AF * K_AF)
w = np.sqrt(A_AF / K_AF)


def bias_load(J):
    """Derived load at zero net magnetization, J/m^2."""
    return a * J / np.hypot(a, J)


def to_mT(load):
    return 1e3 * load / (M * T_FM)


class Stack:
    """Chain of angles: AF nodes from back to interface, then FM nodes."""

    def __init__(self, J, t_af=T_AF, cells=100, anchored=True,
                 fm_nodes=1, k_fm=0.0):
        self.n_af = cells + 1
        dx = t_af / cells
        af_weight = np.full(self.n_af, dx)
        af_weight[[0, -1]] = dx / 2
        if fm_nodes == 1:
            fm_weight = np.array([T_FM])
            fm_bonds = np.array([])
        else:
            dy = T_FM / (fm_nodes - 1)
            fm_weight = np.full(fm_nodes, dy)
            fm_weight[[0, -1]] = dy / 2
            fm_bonds = np.full(fm_nodes - 1, A_FM / dy)
        self.stiff = np.concatenate(
            [np.full(cells, A_AF / dx), [0.0], fm_bonds]) / a
        self.link = cells
        self.j = J / a
        self.aniso = np.concatenate([K_AF * af_weight, k_fm * fm_weight]) / a
        self.share = np.concatenate([np.zeros(self.n_af), fm_weight / T_FM])
        self.first = 1 if anchored else 0

    def energy(self, th, f):
        d = np.diff(th)
        return (np.sum(self.stiff * d**2) - self.j * np.cos(d[self.link])
                + np.sum(self.aniso * np.sin(th)**2)
                + f * np.sum(self.share * np.cos(th)))

    def derivatives(self, th, f):
        d = np.diff(th)
        torque = 2 * self.stiff * d
        torque[self.link] += self.j * np.sin(d[self.link])
        curve = 2 * self.stiff
        curve[self.link] += self.j * np.cos(d[self.link])
        grad = self.aniso * np.sin(2 * th) - f * self.share * np.sin(th)
        grad[:-1] -= torque
        grad[1:] += torque
        diag = 2 * self.aniso * np.cos(2 * th) - f * self.share * np.cos(th)
        diag[:-1] += curve
        diag[1:] += curve
        return grad, np.diag(diag) - np.diag(curve, 1) - np.diag(curve, -1)

    def relax(self, th, f, hold_fm=False):
        """Descend to a minimum; |curvature| steps leave saddle points."""
        th = th.copy()
        free = slice(self.first, self.n_af if hold_fm else len(th))
        for _ in range(500):
            grad, hess = self.derivatives(th, f)
            g = grad[free]
            if np.max(np.abs(g)) < 1e-9:
                return th
            val, vec = np.linalg.eigh(hess[free, free])
            step = -vec @ ((vec.T @ g) / np.maximum(np.abs(val), 1e-8))
            step *= min(1.0, 0.3 / np.max(np.abs(step)))
            start = self.energy(th, f)
            for _ in range(40):
                trial = th.copy()
                trial[free] += step
                if self.energy(trial, f) <= start + 1e-13:
                    break
                step = step / 2
            th = trial
        raise RuntimeError("relaxation did not converge")

    def guess(self, alpha, beta):
        n_fm = len(self.share) - self.n_af
        return np.concatenate([np.linspace(0, alpha, self.n_af),
                               np.full(n_fm, beta)])

    def solve(self, f):
        return self.relax(self.guess(1.2, 1.4), f)

    def moment(self, th):
        return np.sum(self.share * np.cos(th))

    def af_energy(self, th):
        """Energy stored in the AF for zero load and zero FM anisotropy."""
        return self.energy(th, 0.0) + self.j * np.cos(np.diff(th)[self.link])

    def lowest_curvature(self, th, f):
        hess = self.derivatives(th, f)[1][self.first:, self.first:]
        return np.linalg.eigvalsh(hess)[0]

    def bias(self, low=0.95, high=1.05):
        """Load (J/m^2) at which the relaxed net FM moment vanishes."""
        centre = bias_load(self.j * a) / a
        return a * brentq(lambda f: self.moment(self.solve(f)),
                          low * centre, high * centre, xtol=1e-7)


# Partial wall: energy and profile, for several held FM directions
deep = Stack(J_EX, t_af=200e-9, cells=200)
depth = np.linspace(200e-9, 0, deep.n_af)
for beta in np.radians([40, 90, 140]):
    th = deep.relax(deep.guess(0.8 * beta, beta), 0.0, hold_fm=True)
    alpha = th[deep.n_af - 1]
    assert abs(deep.af_energy(th) - (1 - np.cos(alpha))) < 1e-3
    profile = 2 * np.arctan(np.tan(alpha / 2) * np.exp(-depth / w))
    assert np.max(np.abs(profile - th[:deep.n_af])) < 2e-3

# Magnetization curve during reversal
stack = Stack(J_EX)
curve_rows = []
for f in (0.90, 1.00, 1.15):
    th = stack.solve(f)
    m_formula = ((a * J_EX / (f * a))**2 - a**2 - J_EX**2) / (2 * a * J_EX)
    assert abs(stack.moment(th) - m_formula) < 5e-3
    curve_rows.append((to_mT(f * a), m_formula, stack.moment(th),
                       np.degrees(abs(th[stack.n_af - 1]))))

# Start and end of the reversal
f_start = a * J_EX / (a + J_EX)
f_end = a * J_EX / (J_EX - a)
aligned = stack.guess(0.0, 0.0)
assert stack.lowest_curvature(aligned, 0.99 * f_start / a) > 0
assert stack.lowest_curvature(aligned, 1.01 * f_start / a) < 0
assert deep.moment(deep.solve(0.95 * f_end / a)) > -0.9
assert deep.moment(deep.solve(1.05 * f_end / a)) < -0.999

# Bias against coupling
bias_rows = []
for J in (0.1e-3, 0.2e-3, 0.4e-3, 0.8e-3, 2.0e-3, 5.0e-3):
    numeric = Stack(J).bias()
    assert abs(numeric / bias_load(J) - 1) < 1e-3
    bias_rows.append((J * 1e3, to_mT(bias_load(J)), to_mT(numeric)))

# Collinear states: half their energy difference is the equal-energy load
pair_rows = []
for J in (0.2e-3, J_EX):
    s = Stack(J, t_af=200e-9, cells=200)
    up = s.relax(s.guess(0.1, 0.0), 0.0, hold_fm=True)
    down = s.relax(s.guess(0.9 * np.pi, np.pi), 0.0, hold_fm=True)
    half_gap = a * (s.energy(down, 0.0) - s.energy(up, 0.0)) / 2
    assert abs(half_gap / min(a, J) - 1) < 2e-3
    pair_rows.append((J * 1e3, half_gap * 1e3))

# FM anisotropy: same zero crossing, stable up to a limit
f_bias = stack.bias()
th_bias = stack.solve(f_bias / a)
alpha_bias = np.degrees(abs(th_bias[stack.n_af - 1]))
alpha_formula = np.degrees(np.arctan2(J_EX, a))
assert abs(alpha_bias - alpha_formula) < 0.1
k_limit = (a * J_EX)**2 / (2 * np.hypot(a, J_EX)**3)
for factor, sign in ((0.95, 1), (1.05, -1)):
    s = Stack(J_EX, k_fm=factor * k_limit / T_FM)
    assert sign * s.lowest_curvature(th_bias, f_bias / a) > 0
with_k = Stack(J_EX, k_fm=K_FM).bias()
assert abs(with_k / f_bias - 1) < 1e-4
assert K_FM * T_FM < k_limit

# Neglected effects: twist inside the FM, thin AF
twisted = Stack(J_EX, fm_nodes=11)
f_twist = twisted.bias(0.9, 1.1)
th_twist = twisted.solve(f_twist / a)
twist = np.degrees(abs(th_twist[-1] - th_twist[twisted.n_af]))
assert abs(f_twist / f_bias - 1) < 0.05
f_thin = Stack(J_EX, t_af=25e-9).bias(0.9, 1.3)

# Anchored back keeps the wall at full reversal, free back loses it
after = {}
for anchored in (True, False):
    s = Stack(J_EX, anchored=anchored)
    th = s.guess(0.0, 0.0)
    for beta in np.radians(np.arange(10, 181, 10)):
        th[s.n_af:] = beta
        th = s.relax(th, 0.0, hold_fm=True)
    after[anchored] = (a * s.af_energy(th), np.degrees(th[0]))
assert after[True][0] > 1.9 * a
assert after[False][0] < 0.01 * a and after[False][1] > 179

grain_area = np.pi * GRAIN**2 / 4
wall_over_kT = 2 * a * grain_area / (const.k * TEMPERATURE)
B_bias = bias_load(J_EX) / (M * T_FM)
canting = CHI_AF * B_bias**2 / (2 * const.mu_0) / K_AF
H_bias = B_bias / const.mu_0
oersted = 1e3 / (4 * np.pi)

print(f"FM magnetization M = {M/1e3:.0f} kA/m, thickness = {T_FM*1e9:.0f} nm")
print(f"AF stiffness A = {A_AF*1e12:.1f} pJ/m, K = {K_AF/1e3:.1f} kJ/m^3")
print(f"AF thickness = {T_AF*1e9:.0f} nm, coupling J = {J_EX*1e3:.1f} mJ/m^2")
print(f"wall length w = sqrt(A/K) = {w*1e9:.2f} nm")
print(f"wall width pi*w = {np.pi*w*1e9:.1f} nm")
print(f"a = 2 sqrt(AK) = {a*1e3:.4f} mJ/m^2")
print(f"full 180-degree wall energy 2a = {2*a*1e3:.4f} mJ/m^2")
print(f"ratio J/a = {J_EX/a:.3f}")
print(f"bias load, formula = {bias_load(J_EX)*1e3:.4f} mJ/m^2")
print(f"bias load, relaxed stack = {f_bias*1e3:.4f} mJ/m^2")
print(f"bias field |mu0 H|, formula = {B_bias*1e3:.2f} mT")
print(f"bias field |H| = {H_bias/oersted:.0f} Oe")
print(f"saturation field a/(M t_F) = {to_mT(a):.2f} mT")
print(f"shortfall from saturation = {100*(1-bias_load(J_EX)/a):.2f} %")
print(f"shortfall, a^2/(2J^2) = {100*a**2/(2*J_EX**2):.2f} %")
print(f"rigid-AF estimate J/(M t_F) = {to_mT(J_EX):.1f} mT")
print(f"interface angle at bias, formula = {alpha_formula:.2f} deg")
print(f"interface angle at bias, stack = {alpha_bias:.2f} deg")
print(f"reversal starts at {to_mT(f_start):.2f} mT")
print(f"reversal ends at {to_mT(f_end):.2f} mT")
print("field mT | m formula | m stack | interface angle deg")
for row in curve_rows:
    print("  %.2f | %.4f | %.4f | %.1f" % row)
print("J mJ/m^2 | bias formula mT | bias stack mT")
for row in bias_rows:
    print("  %.1f | %.2f | %.2f" % row)
print("J mJ/m^2 | equal-energy load of collinear states mJ/m^2")
for row in pair_rows:
    print("  %.1f | %.4f" % row)
print(f"FM anisotropy K_F = {K_FM/1e3:.1f} kJ/m^3")
print(f"K_F t_F = {K_FM*T_FM*1e3:.4f} mJ/m^2")
print(f"stability limit of K_F t_F = {k_limit*1e3:.4f} mJ/m^2")
print(f"bias with FM anisotropy, stack = {to_mT(with_k):.2f} mT")
print(f"FM stiffness = {A_FM*1e12:.0f} pJ/m, twist across FM = {twist:.1f} deg")
print(f"bias with FM twist = {to_mT(f_twist):.2f} mT")
print(f"change of bias by FM twist = {100*(f_twist/f_bias-1):.2f} %")
print(f"bias with 25 nm anchored AF = {to_mT(f_thin):.2f} mT")
print(f"AF energy, FM reversed, anchored = {after[True][0]*1e3:.4f} mJ/m^2")
print(f"AF energy, FM reversed, free = {abs(after[False][0])*1e3:.4f} mJ/m^2")
print(f"back angle, FM reversed, free back = {after[False][1]:.1f} deg")
print(f"grain diameter = {GRAIN*1e9:.0f} nm, temperature = {TEMPERATURE:.0f} K")
print(f"full wall energy of one grain / kT = {wall_over_kT:.1f}")
print(f"AF susceptibility (rough, SI) = {CHI_AF:.0e}")
print(f"AF canting energy / K at bias field = {canting:.1e}")
print("tests ok")
```

Printed output:

```
FM magnetization M = 800 kA/m, thickness = 10 nm
AF stiffness A = 3.0 pJ/m, K = 12.0 kJ/m^3
AF thickness = 100 nm, coupling J = 2.0 mJ/m^2
wall length w = sqrt(A/K) = 15.81 nm
wall width pi*w = 49.7 nm
a = 2 sqrt(AK) = 0.3795 mJ/m^2
full 180-degree wall energy 2a = 0.7589 mJ/m^2
ratio J/a = 5.270
bias load, formula = 0.3728 mJ/m^2
bias load, relaxed stack = 0.3727 mJ/m^2
bias field |mu0 H|, formula = 46.60 mT
bias field |H| = 466 Oe
saturation field a/(M t_F) = 47.43 mT
shortfall from saturation = 1.75 %
shortfall, a^2/(2J^2) = 1.80 %
rigid-AF estimate J/(M t_F) = 250.0 mT
interface angle at bias, formula = 79.26 deg
interface angle at bias, stack = 79.26 deg
reversal starts at 39.87 mT
reversal ends at 58.54 mT
field mT | m formula | m stack | interface angle deg
  42.69 | 0.5233 | 0.5234 | 50.1
  47.43 | -0.0949 | -0.0964 | 84.6
  54.55 | -0.7375 | -0.7367 | 129.0
J mJ/m^2 | bias formula mT | bias stack mT
  0.1 | 12.09 | 12.09
  0.2 | 22.12 | 22.12
  0.4 | 34.41 | 34.41
  0.8 | 42.86 | 42.85
  2.0 | 46.60 | 46.59
  5.0 | 47.30 | 47.28
J mJ/m^2 | equal-energy load of collinear states mJ/m^2
  0.2 | 0.2000
  2.0 | 0.3795
FM anisotropy K_F = 0.3 kJ/m^3
K_F t_F = 0.0030 mJ/m^2
stability limit of K_F t_F = 0.0341 mJ/m^2
bias with FM anisotropy, stack = 46.59 mT
FM stiffness = 10 pJ/m, twist across FM = 5.3 deg
bias with FM twist = 46.01 mT
change of bias by FM twist = -1.25 %
bias with 25 nm anchored AF = 55.17 mT
AF energy, FM reversed, anchored = 0.7625 mJ/m^2
AF energy, FM reversed, free = 0.0000 mJ/m^2
back angle, FM reversed, free back = 180.0 deg
grain diameter = 20 nm, temperature = 300 K
full wall energy of one grain / kT = 57.6
AF susceptibility (rough, SI) = 1e-03
AF canting energy / K at bias field = 7.2e-05
tests ok
```
